# The Lee–Yang circle theorem for clustering and ordering lattice alloys

**Q.** An alloy whose atoms prefer their own kind may separate into A-rich and B-rich phases. Why should I not expect this at several chemical-potential differences, depending on the lattice and the range of the forces? And what exactly is your alloy?

**A.** It has \(N\ge2\) rigid lattice sites. Site \(i\) holds A (\(p_i=0\)) or B (\(p_i=1\)), and the energy is a sum over pairs, with energies \(\epsilon_{AA}^{ij},\epsilon_{AB}^{ij},\epsilon_{BB}^{ij}\). The number of sites is fixed, while the composition responds to \(\Delta\mu=\mu_B-\mu_A\). A configuration has weight \(\exp[-\beta(E-\Delta\mu\sum_i p_i)]\), with \(\beta=1/kT\) and \(T>0\). Define

\[
w_{ij}=\epsilon_{AB}^{ij}-\tfrac12(\epsilon_{AA}^{ij}+\epsilon_{BB}^{ij}).
\]

The energy of one pair is then

\[
\epsilon_{AA}^{ij}+\tfrac12(\epsilon_{BB}^{ij}-\epsilon_{AA}^{ij})(p_i+p_j)
+w_{ij}\,[p_i(1-p_j)+p_j(1-p_i)].
\]

For AA only the first term survives. For BB the second adds \(\epsilon_{BB}^{ij}-\epsilon_{AA}^{ij}\). For an unlike pair the sum is \(\frac12(\epsilon_{AA}^{ij}+\epsilon_{BB}^{ij})+w_{ij}=\epsilon_{AB}^{ij}\). All cases are right.

When pairs are summed, the middle term, proportional to \(p_i+p_j\), gives each \(p_i\) the coefficient

\[
\Delta\mu_0=\tfrac12\sum_{j\ne i}(\epsilon_{BB}^{ij}-\epsilon_{AA}^{ij}).
\]

I assume that this is the same for every site, as on a periodic lattice of equivalent sites. Clustering means \(w_{ij}\ge0\) for every pair: unlike pairs never gain energy relative to the mean of the like pairs.

**Q.** So \(\Delta\mu_0\) only removes the bias between the pure elements. What remains?

**A.** Put \(\delta=\Delta\mu-\Delta\mu_0\), \(u=\beta\delta\), \(z=e^u\) and \(a_{ij}=e^{-\beta w_{ij}}\). With \(E_A\) the energy of pure A, the partition function is \(e^{-\beta E_A}P(z)\), where

\[
P(z)=\sum_S z^{|S|}\prod_{i\in S,\;j\notin S}a_{ij}.
\]

\(S\) is the set of B sites. Only unlike pairs contribute a factor, so \(S\) and its complement have the same product. Hence

\[
P(z)=z^N P(1/z),
\]

and the constant and leading coefficients are both 1. For clustering, \(0<a_{ij}\le1\).

**Q.** All coefficients are positive, so \(P\) has no zero at a physical, positive \(z\). Why should complex zeros matter?

**A.** A finite alloy has no jump. A jump can develop as \(N\) grows only if zeros come close to the positive axis, as the slope formula below will show. So we need to know where they lie. Give each site its own variable \(z_i\) and begin with one pair:

\[
1+a(z_1+z_2)+z_1z_2=0.
\]

Let \(|z_1|<1\). If \(a<1\) and \(a+z_1\ne0\), then \(z_2=-(1+az_1)/(a+z_1)\), and expanding the squares gives

\[
|1+az_1|^2-|a+z_1|^2=(1-a^2)(1-|z_1|^2)>0,
\]

so \(|z_2|>1\). If \(z_1=-a\), the polynomial equals \(1-a^2\ne0\) for every \(z_2\). If \(a=1\), it is \((1+z_1)(1+z_2)\). In no case is there a zero with both variables inside the unit disc.

**Q.** That is two atoms. In a crystal each site belongs to many pairs, and a product of pair polynomials with shared variables is not \(P\).

**A.** Correct, so first give every pair its own copies of the site variables. The product of all pair polynomials then has no zero when all copies lie inside the disc. Next merge two copies of one site. As a function of these two, the polynomial is

\[
f=A+Bv_1+Cv_2+Dv_1v_2,
\]

where \(A,B,C,D\) depend on the other variables, held fixed inside the disc. Replace \(f\) by \(A+Dv\): keep the terms in which the copies agree. This is the Asano contraction.

It creates no zero inside the disc. Since \(f\ne0\) at \(v_1=v_2=0\), \(A\ne0\). If \(D=0\), nothing is left to prove. If \(D\ne0\), set \(v_1=v_2=v\). The quadratic \(A+(B+C)v+Dv^2\) has both roots at modulus at least 1, and their product is \(A/D\). Hence \(|A/D|\ge1\), and the zero \(v=-A/D\) of the contracted polynomial is not inside the disc.

Repeat until each site has one variable. The surviving terms are those in which all copies of each site agree. They are labelled by sets \(S\), and each pair contributes \(a_{ij}\) if it is unlike and 1 otherwise. This is \(P\) with separate \(z_i\). Setting all \(z_i=z\) shows that \(P(z)\ne0\) for \(|z|<1\). A zero with \(|z|>1\) would, by \(P(z)=z^NP(1/z)\), imply one at \(1/z\), inside the disc. Therefore

\[
P(z_k)=0\quad\Longrightarrow\quad |z_k|=1 .
\]

This is the Lee–Yang circle theorem. It needs neither a particular dimension nor a finite range.

**Q.** Does the many-variable statement survive a direct attempt to break it?

**A.** It was tested on eight sites with random clustering couplings between all pairs. Seven variables were drawn inside the disc and the eighth was solved from \(P=0\). In 500 draws its smallest modulus was 2.35. With every coupling reversed in sign, the smallest was 0.04, so the attempt could have failed.

**Q.** I accept the circle. But a circle contains many points. How do you get from there to a single chemical-potential difference?

**A.** The circle meets the positive axis only at \(z=1\), that is, at \(\delta=0\). To turn this into a statement about composition, write \(P=\prod_k(z-z_k)\). The mean B fraction is

\[
x=\frac1N\frac{d\ln P}{du}=\frac1N\sum_k\frac{z}{z-z_k},
\]

because \(d/du=z\,d/dz\). Differentiating again,

\[
\frac{dx}{du}=\frac1N\sum_k z\,\frac{(z-z_k)-z}{(z-z_k)^2}
=-\frac1N\sum_k\frac{z z_k}{(z-z_k)^2}.
\]

The slope is also the variance of the number of B atoms divided by \(N\), so it is not negative. For positive \(z\) and \(|z_k|=1\), the triangle inequality gives \(|z-z_k|\ge|z-1|\). Each term therefore has modulus at most \(z/(z-1)^2\), and

\[
0\le\frac{dx}{du}\le\frac{z}{(z-1)^2}
=\frac1{(e^{u/2}-e^{-u/2})^2}=\frac1{4\sinh^2(u/2)} .
\]

The right side does not contain \(N\). For \(|u|\ge\eta>0\), the composition of every alloy, however large, changes by at most \(|u_2-u_1|/[4\sinh^2(\eta/2)]\) between two points on the same side of zero. A limit of such functions obeys the same inequality, so it cannot jump there.

**Q.** Phase separation is usually seen at fixed composition, not as a jump.

**A.** The two are linked by equilibrium. Coexisting phases exchange A for B until they share one \(\Delta\mu\). If their compositions differ, \(x(\Delta\mu)\) takes two limiting values there. For forces of finite range, the interface between the two phases costs a vanishing energy per site as \(N\) grows, so in the free energy at fixed composition the jump is a straight segment whose slope is that \(\Delta\mu\). Thus a clustering alloy can separate only at

\[
\Delta\mu=\Delta\mu_0 .
\]

The symmetry of \(P\) also relates the two phases. Differentiating \(\ln P(z)=Nu+\ln P(1/z)\) gives \(x(u)=1-x(-u)\). The limits from the two sides of \(\delta=0\) therefore add to 1.

**Q.** Could the limiting free energy still have a weaker singularity elsewhere, say a kink in the slope?

**A.** Not as a function of \(\Delta\mu\) at fixed temperature. For \(|z|<1\), use \(P(0)=1\) to write \(P=\prod_k(1-z/z_k)\), and expand:

\[
\frac1N\ln P=-\sum_{n\ge1}\frac{s_n}{n}z^n,\qquad
s_n=\frac1N\sum_k z_k^{-n},\qquad |s_n|\le1 .
\]

From any sequence of growing alloys one can select a subsequence on which every \(s_n\) converges. For \(|z|\le r<1\), the tails are controlled by \(\sum r^n/n\), so the logarithm converges to a power series, which is analytic. If the full sequence has a limit, it is this one. The symmetry carries the result to \(z>1\).

**Q.** Your bound diverges at \(\delta=0\). Does that prove separation there?

**A.** No. An upper bound that diverges permits a jump but does not produce one. With all \(w_{ij}=0\), \(P=(1+z)^N\), all zeros sit at \(-1\), and

\[
x=\frac{1}{1+e^{-u}},\qquad \frac{dx}{du}=\frac1{4\cosh^2(u/2)} .
\]

There is no jump. The ratio of this slope to the bound is \(\tanh^2(u/2)\), which tends to 1 at large \(|u|\), so the bound cannot be lowered there by a constant factor for all clustering alloys.

A ring with nearest-neighbour clustering is less trivial. Its transfer matrix has diagonal elements \(1,z\) and off-diagonal elements \(a\sqrt z\). Its eigenvalues \(\lambda_\pm\) have sum \(1+z\) and product \(z(1-a^2)\), and \(P=\lambda_+^N+\lambda_-^N\). For \(a<1\), a zero requires \(\lambda_+/\lambda_-=e^{i\varphi}\) with \(\varphi=(2m+1)\pi/N\) and integer \(m\), so

\[
\frac{(1+z)^2}{z(1-a^2)}=\frac{(\lambda_++\lambda_-)^2}{\lambda_+\lambda_-}
=2+2\cos\varphi=4\cos^2\frac\varphi2 .
\]

With \(z=e^{i\theta}\), the left side is \(4\cos^2(\theta/2)/(1-a^2)\). Hence \(\cos^2(\theta/2)\le1-a^2\), or \(|\sin(\theta/2)|\ge a\): the zeros keep a gap around \(z=1\). For positive \(z\),

\[
|z-e^{i\theta}|^2=(1-z)^2+4z\sin^2(\theta/2)\ge4za^2,
\]

so \(dx/du\le1/(4a^2)\) for every \(N\) and \(u\). This ring never separates at \(T>0\).

**Q.** Then show me numbers for a lattice where separation is at least plausible.

**A.** Take a periodic square lattice with nearest-neighbour energies \(\epsilon_{AA}=-10\), \(\epsilon_{BB}=-7\) and \(\epsilon_{AB}=-7.5\) millihartree (mHa). These are round model values, not those of a material. Then

\[
w=-7.5+8.5=1\ \text{mHa},\qquad
\Delta\mu_0=\tfrac12\cdot4\cdot(-7+10)=6\ \text{mHa}\approx163\ \text{meV}.
\]

At 300 K, \(kT=0.950\) mHa. All configurations of the \(4\times4\) lattice were enumerated from the raw pair energies, and the 16 zeros lie on the circle to rounding error.

At \(\delta=0.5\) mHa, \(u=0.5/0.950=0.526\). The direct average gives \(x=0.9877\) and \(dx/du=0.0225\), and the sums over zeros agree. The bound is 3.53, far above the slope. Its use lies in its independence of size, not in its closeness here.

The zero nearest \(z=1\) says more. Suppose that at \(\delta=0\) the composition distribution has two narrow, equally weighted peaks separated by \(\Delta x\). On the circle, \(P\) is then proportional, apart from a phase, to \(\cos(N\Delta x\,\theta/2)\), whose first zero is at \(\theta_1=\pi/(N\Delta x)\). Then \(N\theta_1/\pi\) stays near \(1/\Delta x\) as \(N\) grows. At 300 K it is 1.060 for \(4\times4\) and 1.064 for \(6\times6\). At 600 K it rises from 2.33 to 4.00. The first pair is what two peaks with \(\Delta x\approx0.94\) would give; the second does not fit that picture. Two small sizes do not prove what happens in the infinite lattice.

**Q.** Now reverse the preference. An ordering alloy violates \(w_{ij}\ge0\) by definition, but a failed hypothesis need not mean a failed conclusion.

**A.** Here the circle itself fails. Let all \(w_{ij}\le0\), with at least one negative. The coefficient of \(z\) in \(P\) comes from a single B atom:

\[
c_1=\sum_i\prod_{j\ne i}a_{ij}>N,
\]

because every product is at least 1 and the two sites of a negative pair have products above 1. From \(P=\prod_k(1-z/z_k)\), \(c_1=-\sum_k1/z_k\), so

\[
c_1\le\sum_k\frac1{|z_k|}\le\frac{N}{\min_k|z_k|},
\qquad \min_k|z_k|\le\frac N{c_1}<1 .
\]

Some zero lies strictly inside the circle at every finite temperature. Two atoms show it plainly: \(1+2az+z^2=0\) has the zeros \(-a\pm\sqrt{a^2-1}\), real and reciprocal when \(a>1\).

For couplings of mixed sign, the inequality between arithmetic and geometric means gives

\[
\frac{c_1}{N}\ge\exp\Big[-\frac\beta N\sum_i\sum_{j\ne i}w_{ij}\Big].
\]

The circle therefore also fails whenever the site average of \(\sum_jw_{ij}\) is negative.

**Q.** Zeros off the circle may still stay far from the positive axis. Does anything physical change?

**A.** Sometimes no transition appears. The ring relation holds for \(a>1\) too, and gives

\[
z^2+\big[2+4(a^2-1)\cos^2(\varphi/2)\big]z+1=0 .
\]

The bracket is at least 2, so all zeros are real and negative. For \(z>0\) and \(z_k=-r\), each slope term is \(zr/(z+r)^2\le\frac14\). The ordering ring has no jump either.

The universal slope bound, however, can fail. Change \(\epsilon_{AB}\) to \(-9.5\) mHa on the \(4\times4\) lattice, so that \(w=-1\) mHa and \(a=2.865\). One B atom has four neighbours, so \(c_1/N=a^4=67.4\) and some zero must have modulus at most 0.0148. The smallest found is 0.0022. At \(\delta=-4\) mHa, where one isolated B atom in A costs \(4w-\delta=0\), the slope is 0.097. The circle bound would be 0.015, about six times smaller.

**Q.** Is there no trace of the theorem in an ordering alloy? On a chessboard I can rename the atoms on one sublattice.

**A.** That works when no coupling between the two sublattices is positive and none within them is negative. Put \(p_i'=1-p_i\) on the second sublattice. Unlike pairs between sublattices become like pairs, so their couplings change sign, and the renamed alloy clusters. But the uniform potential changes too:

\[
\delta\sum_i p_i=\delta\Big(\sum_{i\in1}p_i'-\sum_{i\in2}p_i'\Big)+\text{constant}.
\]

The site variables become \(z\) on one sublattice and \(1/z\) on the other. Unless \(|z|=1\), one of them lies outside the disc, and the theorem is silent. It applies instead to a staggered potential, which favours B on one sublattice and A on the other, at \(\Delta\mu=\Delta\mu_0\). For the \(4\times4\) ordering alloy, the zeros in that variable were tested and do lie on the circle.

**Q.** You still have not shown an alloy with ordering that separates at another \(\Delta\mu\).

**A.** Take two sublattices of \(M=N/2\) sites. Every pair within a sublattice has \(w_{ij}=W/M\), and every pair across has \(w_{ij}=V/M\). With sublattice compositions \(x_1,x_2\), the total free energy divided by \(M\), measured from pure A, is the minimum of

\[
\begin{aligned}
\phi={}&W[x_1(1-x_1)+x_2(1-x_2)]+V[x_1(1-x_2)+x_2(1-x_1)]\\
&-\delta(x_1+x_2)+kT\sum_{s=1,2}[x_s\ln x_s+(1-x_s)\ln(1-x_s)] .
\end{aligned}
\]

For this infinite-range model the minimum is exact as \(M\to\infty\): the energy depends only on the two compositions, Stirling's formula for the number of arrangements errs by order \(\ln M\), and the sum has only \((M+1)^2\) terms.

Let \(W=4\) and \(V=-5\) mHa: clustering within, ordering between. The site average of \(\sum_jw_{ij}\) is \(W(M-1)/M+V<0\), so the circle fails. At \(T=0\), \(\phi\) is concave in each \(x_s\) separately, so its minimum is at a corner. Pure A has \(\phi=0\), the ordered state \((1,0)\) has \(V-\delta\), and pure B has \(-2\delta\). The composition jumps from 0 to ½ at \(\delta=V=-5\) mHa, and from ½ to 1 at \(+5\) mHa.

**Q.** Zero temperature was excluded from your theorem.

**A.** At 300 K, equating the two minima of \(\phi\) gives a jump at \(\delta=-4.987\) mHa, about \(-136\) meV, from \(x=0.014\) to \(0.492\). With the earlier \(\Delta\mu_0\), this is \(\Delta\mu=6-4.987=1.013\) mHa. The symmetry \(x\to1-x\), \(\delta\to-\delta\) gives a second jump at \(+4.987\) mHa. At infinite range there is no geometry and no interface, so this is a jump in \(x(\Delta\mu)\) only: at a fixed composition between the two values, \(\phi\) stays above its two minima for every size, and the free energy is not a straight segment.

The small shift from \(-5\) follows from dilute defects. Near the jump, a B atom in pure A costs \(W+V-\delta\approx4\) mHa on either sublattice. In the ordered state, an A atom on the B sublattice also costs about 4 mHa, but a B atom on the A sublattice costs \(W-V-\delta\approx14\) mHa. The A phase thus gains \(2kTe^{-4\,\mathrm{mHa}/kT}\) from defects and the ordered phase only half of that. Equal free energies require

\[
\delta\approx V+kTe^{-4\,\mathrm{mHa}/kT}=-5+0.950\times0.0148=-4.986\ \text{mHa},
\]

in agreement with the full minimization to about 0.001 mHa.

**Q.** Do finite alloys show this jump, or only your minimization?

**A.** They show it growing. If two phases have probabilities \(q\) and \(1-q\), the variance of the number of B atoms is \(N^2(\Delta x)^2q(1-q)\) to leading order. Dividing by \(N\) and taking \(q=\frac12\) gives a largest slope \(N(\Delta x)^2/4\). Explicit sums, scanned in steps of 0.001 mHa, give largest slopes of 11.345 for \(N=200\) and 22.736 for \(N=400\), hence

\[
\frac{22.736-11.345}{200}=0.0570,\qquad
\frac{(0.4917-0.0144)^2}{4}=0.0570 .
\]

The circle bound at this \(\delta\) would be 0.0053 for every size.

**Q.** Perhaps infinite range, rather than ordering, moved the transition.

**A.** Keep the range and change \(V\) to \(+5\) mHa. Now all pairs cluster, and

\[
x_1(1-x_2)+x_2(1-x_1)=x_1(1-x_1)+x_2(1-x_2)+(x_1-x_2)^2 .
\]

With \(V>0\), the last term forces \(x_1=x_2=x\) at the minimum. What remains, per site, is

\[
(W+V)x(1-x)-\delta x+kT[x\ln x+(1-x)\ln(1-x)] .
\]

At \(\delta=0\) it is symmetric about \(x=\frac12\), where its curvature is \(-2(W+V)+4kT\). This is negative for \(kT<(W+V)/2=4.5\) mHa, so at 300 K the lowest points are a symmetric pair away from ½. A small \(\delta\) of either sign selects one of them, and the composition jumps at \(\delta=0\). The coexisting values are 0.00008 and 0.99992, with sum 1 as required. The slope at \(\delta=0\) doubles from 50.0 to 100.0 between \(N=200\) and 400, while away from zero the circle bound held at every tested point. At the same range and the same \(W=4\) mHa, the sign of the coupling between sublattices decides where the jump lies. A negative \(V\) alone does not guarantee a jump: with \(W=0\) and \(V=-5\) mHa, the largest slope at 300 K does not grow with \(N\).

**Q.** When would you refuse to use the theorem for a clustering alloy?

**A.** When its assumptions fail. Three-body energies can destroy the symmetry between \(S\) and its complement. Sites with different \(\Delta\mu_0\), as near a surface, carry different real factors in their \(z_i\), and a common \(z\) inside the disc no longer keeps all of them inside. Atomic displacements may generate effective many-body or ordering terms. In such cases this proof does not fix the transition at one known \(\Delta\mu_0\), though it does not show that the transition must move. The numerical output below gives the remaining digits.

## Table of computed values

```
temperature = 300 K, kT = 0.95004 mHa
e_AA = -10.0 mHa, e_BB = -7.0 mHa
clustering: e_AB = -7.5 mHa, w = 1.0 mHa
ordering: e_AB = -9.5 mHa, w = -1.0 mHa
dmu0 = 6.000 mHa = 163.268 meV
random 8-site graph, smallest |eighth variable|:
  clustering: 2.3457
  ordering: 0.0398
4x4 clustering alloy, 300 K:
  a = 0.34903
  largest | |z|-1 | = 1.3e-15
  at delta = 0.5 mHa: u = 0.52629
  x from ensemble = 0.987664, from zeros = 0.987664
  dx/du ensemble = 0.022459, zeros = 0.022459
  bound on dx/du = 3.528139
zero nearest z=1, clustering (angle in rad; N*angle/pi):
  300 K, 4x4: 0.20821; 1.0604
  300 K, 6x6: 0.09288; 1.0643
  600 K, 4x4: 0.45835; 2.3343
  600 K, 6x6: 0.34866; 3.9953
largest slope/bound on these lattices = 0.1217
4x4 ordering alloy, 300 K:
  a = 2.86504, c1/N = 67.3790
  smallest |z| = 0.002193, N/c1 = 0.014841
  two-site zeros = -5.54990, -0.18018
  at delta = -4.0 mHa: x = 0.24677
  dx/du = 0.09660, circle bound = 0.01529
  staggered zeros: largest | |z|-1 | = 1.2e-15
infinite-range alloy, 300 K:
  coupling inside = 4.0 mHa, between = -5.0 mHa
  jump at delta = -4.98680 mHa
  dmu at jump if dmu0 as above = 1.01320 mHa
  x dilute = 0.01439, x ordered = 0.49173
  sublattice x in ordered phase = 0.98345, 0.00000
  N = 200: largest dx/du = 11.345 at delta = -4.993 mHa
  N = 400: largest dx/du = 22.736 at delta = -4.990 mHa
  growth per site = 0.05696, jump^2/4 = 0.05696
  circle bound at the jump = 0.00531
control, coupling between = 5.0 mHa, delta = 0:
  x coexisting = 0.000077, 0.999923
  dx/du at N = 200, 400: 49.984, 99.969
```
